# The Darken interdiffusion coefficient from intrinsic fluxes and lattice drift, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From intrinsic fluxes to one interdiffusion coefficient

### Definitions and conventions

A binary substitutional alloy of species A and B diffuses along one direction, \(z\). All quantities are uniform across the section, and fluxes and velocities are positive towards \(+z\). The mole fractions are \(x_A\) and \(x_B\), with \(x_A+x_B=1\). The concentrations, in moles of atoms per volume, are \(c_A\) and \(c_B\), and their sum is \(c\), so that \(c_i=x_i c\).

Two frames of reference are needed.

- The lattice frame moves with a chosen lattice plane. The flux of species \(i\) through that plane is the intrinsic flux \(J_i\).
- The fixed frame is attached to an end of the specimen that diffusion has not reached. The flux through a plane at rest in this frame is \(J_i'\).

A lattice plane has velocity \(v\) in the fixed frame. An inert marker embedded in the crystal, such as a thin wire, is taken to move with the plane in which it lies, so \(v\) is also the velocity of a marker.

The assumptions are these.

1. Both species have the same molar volume \(V_m\) at every composition. Then \(c=1/V_m\) is the same everywhere and at all times.
2. Vacancies are at local equilibrium. Sources and sinks, such as climbing dislocations, are dense enough to create or remove lattice sites as fast as diffusion requires.
3. The vacancy site fraction \(x_V\) is very small compared with one.
4. Sites are added and removed so that the crystal grows or shrinks along \(z\) alone, and no pores form.
5. The alloy is a single stable phase at uniform temperature and pressure, and the ends of the specimen keep their initial compositions.

Under these assumptions the fixed-frame flux is

\[
J_A'=-D\,\frac{\partial c_A}{\partial z},\qquad D=x_B D_A+x_A D_B ,
\]

where \(D_A\) and \(D_B\) are the intrinsic diffusion coefficients defined next. Each intrinsic coefficient is weighted by the fraction of the other species.

### Why each intrinsic flux follows its own gradient

In the crystal an atom moves by changing places with a vacancy. The driving forces are therefore gradients of the differences \(\mu_A-\mu_V\) and \(\mu_B-\mu_V\), where \(\mu_V\) is the chemical potential of vacancies. In the linear regime of small driving forces,

\[
J_A=-L_{AA}\frac{\partial(\mu_A-\mu_V)}{\partial z}-L_{AB}\frac{\partial(\mu_B-\mu_V)}{\partial z},
\]

with transport coefficients \(L_{AA}\) and \(L_{AB}\) that may depend on composition. The cross term describes the influence that jumps of one species have on the other through the vacancies they share.

Assumption 2 enters here. Where sites can be created and removed freely, the free energy is stationary with respect to the number of vacancies, which means \(\mu_V=0\). Two gradients are left, and they are not independent. At constant temperature and pressure, and with the few vacancies neglected, the Gibbs–Duhem relation is

\[
x_A\frac{\partial\mu_A}{\partial z}+x_B\frac{\partial\mu_B}{\partial z}=0
\quad\Longrightarrow\quad
\frac{\partial\mu_B}{\partial z}=-\frac{x_A}{x_B}\frac{\partial\mu_A}{\partial z}.
\]

Insertion gives

\[
J_A=-\left(L_{AA}-\frac{x_A}{x_B}L_{AB}\right)\frac{\partial\mu_A}{\partial z}.
\]

At fixed temperature and pressure \(\mu_A\) is a function of \(x_A\), so the chain rule gives \(\partial\mu_A/\partial z=(d\mu_A/dx_A)\,\partial x_A/\partial z\). Because \(c\) is constant, \(\partial x_A/\partial z=(1/c)\,\partial c_A/\partial z\). The result has the form of Fick's law,

\[
J_A=-D_A\frac{\partial c_A}{\partial z},\qquad
D_A=\frac{1}{c}\left(L_{AA}-\frac{x_A}{x_B}L_{AB}\right)\frac{d\mu_A}{dx_A}. \tag{1}
\]

The same steps with A and B exchanged give

\[
J_B=-D_B\frac{\partial c_B}{\partial z}. \tag{2}
\]

Equation (1) shows what an intrinsic coefficient contains. The non-ideality of the solution enters through \(d\mu_A/dx_A\), and the coupling between the species enters through \(L_{AB}\). Neither has to be added again when measured intrinsic coefficients are used. The coefficients may depend on composition, and nothing in the rest of Part 1 requires them to be constant.

### The two intrinsic fluxes do not cancel

Since \(c_A+c_B=c\) is uniform, its derivative vanishes, and

\[
\frac{\partial c_B}{\partial z}=-\frac{\partial c_A}{\partial z}. \tag{3}
\]

Equation (2) then reads \(J_B=+D_B\,\partial c_A/\partial z\), and the sum of the intrinsic fluxes is

\[
J_A+J_B=-(D_A-D_B)\frac{\partial c_A}{\partial z}. \tag{4}
\]

Unless the coefficients are equal, more atoms cross a lattice plane one way than the other. An atom that crosses the plane changes places with a vacancy that crosses in the opposite direction. The vacancy flux in the lattice frame is therefore

\[
J_V=-(J_A+J_B)=(D_A-D_B)\frac{\partial c_A}{\partial z}. \tag{5}
\]

Suppose that A is the faster species and that the A-rich side lies at negative \(z\). Then \(\partial c_A/\partial z<0\) and \(J_V<0\), so vacancies flow towards the A-rich side.

### Lattice drift from the balance of sites

Let \(\sigma\) be the number of lattice sites, in moles, created per volume and time. A negative value means removal. Let \(c_s\) be the concentration of sites, occupied or vacant. Sites are carried along with the lattice at velocity \(v\), so their balance in the fixed frame is

\[
\frac{\partial c_s}{\partial t}+\frac{\partial(c_s v)}{\partial z}=\sigma .
\]

With constant site volume \(c_s\) is constant, and hence \(\sigma=c_s\,\partial v/\partial z\).

A new site is created vacant, so the same \(\sigma\) appears in the balance of vacancies, whose concentration is \(c_V=x_V c_s\):

\[
\frac{\partial c_V}{\partial t}+\frac{\partial}{\partial z}\left(J_V+c_V v\right)=\sigma .
\]

Equating the two expressions for \(\sigma\) gives

\[
\frac{\partial}{\partial z}\left[(c_s-c_V)v\right]=\frac{\partial J_V}{\partial z}+\frac{\partial c_V}{\partial t}.
\]

Here \(c_s-c_V=c\), the concentration of atoms. The last term is the rate at which the local stock of vacancies changes. That stock is a fraction \(x_V\) of the sites, and by assumption 3 the term is dropped. This is safe unless \(D_A\) and \(D_B\) are so nearly equal that \(J_V\) itself almost vanishes. What remains is

\[
c\,\frac{\partial v}{\partial z}=\frac{\partial J_V}{\partial z}. \tag{6}
\]

Integration from an undiffused end leaves no constant. That end is at rest by definition of the fixed frame, and it has no composition gradient and hence no vacancy flux. Therefore \(cv=J_V\), and with (5)

\[
v=\frac{J_V}{c}=(D_A-D_B)\frac{\partial x_A}{\partial z}. \tag{7}
\]

The sign can be followed physically. Vacancies that flow to the left are absorbed on the left, where lattice planes disappear. They are supplied by sources on the right, where planes are added. The planes in between are displaced to the left, so the lattice moves in the direction of the vacancy flux. With A the faster species, markers move towards the A-rich side.

### The same velocity from the balance of atoms

The drift can also be found without counting sites. A plane at rest in the fixed frame coincides, at some instant, with a lattice plane that moves at \(v\). Atoms cross the fixed plane for two reasons: they diffuse through the lattice, and the lattice carries them. In a time \(dt\) the lattice carries a layer of thickness \(v\,dt\) across the fixed plane, and this layer holds \(c_i v\,dt\) moles of species \(i\) per area. Hence

\[
J_i'=J_i+c_i v . \tag{8}
\]

Atoms are conserved, so \(\partial c/\partial t=-\partial(J_A'+J_B')/\partial z\). The left side is zero because \(c\) is constant. The sum \(J_A'+J_B'\) is therefore independent of \(z\), and since it vanishes at the undiffused end it vanishes everywhere:

\[
0=J_A'+J_B'=J_A+J_B+(c_A+c_B)v
\quad\Longrightarrow\quad v=-\frac{J_A+J_B}{c}. \tag{9}
\]

With (4) this is equation (7) again. The two arguments agree because the volume of the crystal is the volume of its atoms when vacancies take up a negligible share and no pores form.

### The interdiffusion coefficient

Equation (8) for A, with (1) and (7), gives

\[
J_A'=-D_A\frac{\partial c_A}{\partial z}+c_A(D_A-D_B)\frac{\partial x_A}{\partial z}.
\]

In the second term \(c_A=x_A c\), and \(c\,\partial x_A/\partial z=\partial c_A/\partial z\). The gradient can then be taken out as a common factor:

\[
J_A'=-\left[D_A-x_A(D_A-D_B)\right]\frac{\partial c_A}{\partial z}
=-\left[(1-x_A)D_A+x_A D_B\right]\frac{\partial c_A}{\partial z}.
\]

Since \(1-x_A=x_B\),

\[
J_A'=-D\frac{\partial c_A}{\partial z},\qquad D=x_B D_A+x_A D_B. \tag{10}
\]

For B, equation (7) is first written with its own gradient, \(v=-(D_A-D_B)\,\partial x_B/\partial z\). Then

\[
J_B'=-\left[D_B+x_B(D_A-D_B)\right]\frac{\partial c_B}{\partial z}
=-\left[x_B D_A+(1-x_B)D_B\right]\frac{\partial c_B}{\partial z}.
\]

Because \(1-x_B=x_A\), the bracket is the same \(D\). One coefficient describes the mixing of both species in the fixed frame.

The crossed weights become clear when (9) is inserted into (8) before any gradient is written:

\[
J_A'=J_A-x_A(J_A+J_B)=x_B J_A-x_A J_B. \tag{11}
\]

The drift returns a share \(x_A\) of the net atomic flux as A atoms. Of the intrinsic flux of A, the part \(x_B J_A\) survives. As \(x_A\to1\) with \(D_B\) not zero, this part becomes negligible and \(J_A'\) approaches \(-J_B\): the exchange is then governed by the motion of the few B atoms.

### Limits

- For \(x_A\to0\), \(D\to D_A\). For \(x_A\to1\), \(D\to D_B\). In each case the dilute species sets the rate of mixing.
- \(D\) is a weighted mean with weights between zero and one. At a given composition it lies between \(D_A\) and \(D_B\).
- For \(D_A=D_B\) the drift vanishes and \(D\) equals the common value.
- For \(D_B=0\), \(D=x_B D_A\) and \(v=D_A\,\partial x_A/\partial z\). Mixing goes on although B does not diffuse through the lattice, because the lattice carries B along.

### Obtaining the intrinsic coefficients from measurements

A composition profile yields \(D\), and a marker yields \(v\). Let \(g=\partial x_A/\partial z\) be the gradient at the marker. Equation (7) gives \(D_A-D_B=v/g\). Adding \(x_A(D_A-D_B)\) to (10) gives \((x_A+x_B)D_A\), and subtracting \(x_B(D_A-D_B)\) gives \((x_A+x_B)D_B\). Therefore

\[
D_A=D+x_A\frac{v}{g},\qquad D_B=D-x_B\frac{v}{g}. \tag{12}
\]

Both values belong to the composition at the marker. The value of \(D\) at one intermediate composition cannot separate the two coefficients, since many pairs \(D_A,D_B\) give the same \(D\). If both are known to be constant, however, the variation of \(D\) with composition yields them without a marker.

### What happens when sites cannot be created

Suppose that sources and sinks are absent. Then \(\sigma=0\), the site balance gives \(\partial v/\partial z=0\), and the lattice stays at rest. With few vacancies \(J_V\) must then vanish as well, so that \(J_A+J_B=0\). Equation (4) contradicts this when \(D_A\ne D_B\). The contradiction is resolved by a vacancy gradient, which builds up until it balances the two atomic fluxes. In that case \(\mu_V\) is no longer zero, equations (1) and (2) lack a term, and (10) does not apply. Equilibrium vacancies are thus needed twice: for the simple form of the intrinsic fluxes and for the drift.

### Unequal molar volumes

If the species have different but constant partial molar volumes \(V_A\) and \(V_B\), volume fractions \(\varphi_i=c_iV_i\) take over the role of mole fractions. They satisfy \(\varphi_A+\varphi_B=1\), so \(V_B\,\partial c_B/\partial z=-V_A\,\partial c_A/\partial z\). Multiplying each atomic balance by \(V_i\) and adding shows that \(V_AJ_A'+V_BJ_B'\) is uniform, and it vanishes at the undiffused end. Equation (8) then gives

\[
v=-(V_AJ_A+V_BJ_B)=(D_A-D_B)\frac{\partial\varphi_A}{\partial z},
\]

where each \(D_i\) is still defined by \(J_i=-D_i\,\partial c_i/\partial z\). Since \(c_A\,\partial\varphi_A/\partial z=\varphi_A\,\partial c_A/\partial z\), substitution into (8) yields

\[
J_A'=-(\varphi_BD_A+\varphi_AD_B)\frac{\partial c_A}{\partial z}. \tag{13}
\]

For \(V_A=V_B\) this reduces to (10).

## Part 2. Diffusion couple, marker motion and a brass/copper example

### Symbols and results carried over

Species A and B have mole fractions \(x_A\), \(x_B\) and intrinsic coefficients \(D_A\), \(D_B\), defined relative to the lattice. In the frame of the undiffused ends, mixing is governed by \(D=x_BD_A+x_AD_B\), and lattice planes move at \(v=(D_A-D_B)\,\partial x_A/\partial z\). The flux in that frame is \(J_i'=J_i+c_iv\), where \(J_i\) is the intrinsic flux and \(c_i\) the concentration. The molar volume \(V_m\) is constant, vacancies are at equilibrium, and no pores form. The abbreviation \(\Delta=D_A-D_B\) is used below.

The intrinsic fluxes and the lattice drift have been combined into one interdiffusion coefficient, \(D=x_BD_A+x_AD_B\), and the marker velocity has been found. What remains is to solve the diffusion equation for a couple, follow its markers, and work through a brass/copper example.
